Local-field effects on spontaneous emission in a transparent dielectric

**Spontaneous emission in a transparent dielectric: the factor nL²**

**A dilute host**

Take an emitter in a dilute transparent medium, ε = n² = 1 + δ with δ ≪ 1. To first order in δ the polarization is P = ε0δE everywhere, since the dipoles act on one another only at order δ². Let the emitter sit at the centre of a small spherical hole, with P along z. The outward normal of the medium at the wall is −r̂, so the wall carries charge σ = −P cosθ. An element σR²dΩ gives at the centre the field −r̂ σ dΩ/(4πε0), whose z component sums to

(P/4πε0) ∫ cos²θ dΩ = P/3ε0.

The emitter feels E + P/3ε0 = (1 + δ/3)E. The rate is quadratic in this field and, by Lemma 2, carries a further factor n ≈ 1 + δ/2, so Γ/Γ0 = 1 + 7δ/6 + O(δ²). Here it does not matter whether the hole is real or imagined. At order δ² it does, because a real hole distorts the polarization around it.

**Theorem**

Assume: (A1) an electric-dipole transition with real matrix element d and frequency ω, both held fixed as the host is changed, weakly coupled so that the golden rule applies; (A2) an infinite, linear, non-magnetic, isotropic or cubic host, transparent at ω, with ε(ω) = n² > 1; (A3) cavity radius R and lattice constant a small enough that nqR, nqa ≪ 1, where q = ω/c. Then, to leading order in these small quantities,

Γ = n L² Γ0,  Γ0 = ω³d²/(3πε0ħc³),

where L is the ratio of the field at the emitter to the macroscopic field. L depends on the site.

(a) In a stable simple cubic lattice of point dipoles which the emitter leaves undisturbed, L = 1 + (ε−1)S_ii for d along a principal axis i of a site tensor S with tr S = 1. At a site of cubic symmetry this is the virtual-cavity value L_v = (n²+2)/3. It holds for a non-polarizable interstitial emitter and for a substitutional one whose background polarizability equals that of the host.

(b) At the centre of an empty sphere in a continuum, L = L_r = 3n²/(2n²+1), and the rate has the relative correction c(qR)², c = −(ε−1)(10ε+1)/[5(2ε+1)].

(c) If the emitter in (b) has background polarizability α_e, then L = L_r/(1 − α_e g) with g = 2(ε−1)/[(2ε+1)4πε0R³], for α_e g < 1.

(d) At a vacancy of a simple cubic point-dipole lattice, L_vac = L_v x/χ00, with x and χ00 defined below, and L_vac ≤ L_v.

In the proofs ε0 = c = ħ = a = 1 and fields vary as e^(−iωt).

**Lemma 1.** Let G·p be the field acting back on a classical dipole p at the emitter position. Then Γ = 2 d·Im G·d, and Γ/Γ0 equals the ratio of classical powers.

Proof. Write the field operator at the emitter as Σ_λ (E_λ a_λ + E_λ* a_λ†) over the modes of field plus host. With coupling −d·E the golden rule gives Γ = 2π Σ_λ |d·E_λ|² δ(ω − ω_λ). A classical dipole drives each mode by i ȧ_λ = ω_λ a_λ − E_λ*·p e^(−iωt), so the resonant part of the field is Σ_λ E_λ (E_λ*·p)/(ω_λ − ω − i0); the a† part has denominator ω_λ + ω and adds nothing imaginary to d·G·d. Since Im 1/(y − i0) = πδ(y), d·Im G·d = π Σ_λ |d·E_λ|² δ(ω − ω_λ) = Γ/2. The classical power loss (ω/2) Im(p*·E) is proportional to the same quantity. In vacuum G0 = (q² + ∇∇) e^(iqr)/(4πr), and sin(qr)/(4πr) = (q/4π)(1 − q²r²/6 + …). Using ∂_i∂_j r² = 2δ_ij,

Im G0(0) = q³/4π − q³/12π = q³/6π,

so Γ0 = q³d²/3π, the stated SI expression. ∎

**Lemma 2.** Coupling to the macroscopic field gives nΓ0, with no group index; coupling to L times that field gives nL²Γ0.

Proof. Maxwell's equations give ∇×∇×E − εq²E = q² p δ(r). In Fourier space the longitudinal part is −p_L/ε, which is real, and the transverse part is q²(I − k̂k̂)p/(k² − εq² − i0); the sign of i0 holds because εq² grows with ω. With ∫ sin²θ dΩ = 8π/3 and δ(k² − εq²) = δ(k − nq)/2k,

Im G = q² · (8π/3) · π/(2π)³ · k²/(2k) = q²k/6π = n q³/6π.

Only ε at the fixed ω enters. In mode language δ(ω − ω_k) = n_g δ(k − nq), with n_g = dk/dω, so Im G = n²q² n_g |E|²/3π per unit quantization volume. Equating the two forms gives |E|² = ω/(2n n_g): the mode density n²n_g is offset by the smaller field per quantum. By A3 each mode is uniform over the emitter's surroundings, where electrostatics fixes the field as LE. One local defect changes the normalization of an extended mode by a relative amount inverse in the volume, and by A2 no other excitation is resonant at ω. Each |d·E_λ|² is thus multiplied by L². ∎

The cancellation is tested on the Hamiltonian ½(Π+P)² + ½k²A² + ½ω_p²π² + ω_T²P²/(2ω_p²), diagonalized numerically with one quantum per mode, with E = −(Π+P) and the Lorentz shift ω_T² = ω0² − ω_p²/3 put in by hand. For ω_p² = 0.45 and ω = 0.7 (units of ω0) it gives n = 1.5000 and n_g = 2.6343, and n²n_g · 2|E|²/ω = 5.9271 × 0.2531 = 1.500.

**Lemma 3.** In a uniformly polarized simple cubic lattice the field at r0 is E + SP, and x = Nα/ε0 = 3(ε−1)/(ε+2), where N is the density and α the host polarizability.

Proof. With a = 1, P equals the site dipole p and x = α. Draw a sphere about r0, large against a and small against the wavelength. Matter outside acts as a continuum with an undistorted hole and gives E + P/3, by the opening calculation, which used only the uniformity of P. Dipoles inside are summed one by one, with ρ = r0 − R ≠ 0:

S = I/3 + Σ_R (3ρρ − ρ²I)/(4πρ⁵).

Each term of the sum is traceless, so tr S = 1. At a site of cubic symmetry the sum commutes with the cubic group, hence is a multiple of I, hence vanishes. At a host site P = x(E + P/3), so ε − 1 = x/(1 − x/3). Then x[1 + (ε−1)/3] = ε − 1, the Clausius–Mossotti relation. Finally E + S(ε−1)E gives L = 1 + (ε−1)S_ii, and S = I/3 gives (ε+2)/3. ∎

Lemmas 2 and 3 give (a) for an interstitial. The next lemma obtains it without assuming a macroscopic description.

**Lemma 4.** In the retarded lattice Im G_ii = nL²q³/6π, with relative corrections O((qa)²) at sites that are inversion centres, provided L ≠ 0. The correction is an O((qa)²) shift of the amplitude L, so its relative size grows as L → 0, and where L = 0 the rate is of order (qa)⁴Γ0.

Proof. Let F(k) = Σ_R G0(r0 − R) e^(ik·R). Poisson summation over reciprocal vectors, K = k + G, gives

F(k) = Σ_G (q²I − KK) e^(iK·r0)/(K² − q²).

A lossless host dipole obeys p_R = x[E_others + i(q³/6π)p_R], the last term being its own radiation field from Lemma 1. That term restores the imaginary part of the omitted self term, so the sum T(k) of both fields has the Poisson form at r0 = 0 less a real constant, and is Hermitian off the light cone. With M(k) = I/x − T(k), an interstitial dipole d induces p(k) = M⁻¹F†d, and

G = G0 + ∫_BZ d³k/(2π)³ F M⁻¹ F†.

Every term of F carries the common phase e^(ik·r0), which cancels in F M⁻¹ F† and is dropped from here on, leaving e^(iG·r0) in each term. For k, q ≪ 1 the G = 0 term is then the macroscopic field of the polarization wave: t = q²/(k² − q²) on the transverse projector P_T, and −1 on the longitudinal projector P_L. The remainder is local minus macroscopic field, which is S by Lemma 3. It is analytic in k and q², and even in k at an inversion centre (there 2r0 is a lattice vector, so e^(iG·r0) = e^(−iG·r0) and the sum is unchanged by k → −k, G → −G), which gives the stated correction. So F = tP_T − P_L + S. With m = 1/(ε−1), Lemma 3 gives 1/x − 1/3 = m, and M has the transverse eigenvalue μ = m − t and the longitudinal eigenvalue 1/x + 2/3 > 0, which gives no pole and no factor t. The transverse channel together with the integrand tP_T of G0 is

tP_T + (t + S)P_T(t + S)/(m − t) = [t(mP_T + SP_T + P_T S) + SP_T S]/(m − t),

the t² terms having cancelled. This is finite as t → ∞, so the vacuum pole at k = q is gone. The remaining pole is t = m, that is k² = q²(1 + 1/m) = εq². There (t + S)_ii = m[1 + (ε−1)S_ii] = mL. Since μ falls as q rises, Im 1/μ = πδ(μ), and ∂μ/∂k = 2kq²/(k² − q²)² = 2nm²/q. Therefore

Im G_ii = m²L² · (8π/3) · π/(2π)³ · n²q² · q/(2nm²) = nL²q³/6π.

The rest of the zone has no pole if M is positive there, that is x < 1/λ_max with λ_max the largest eigenvalue of the static T(k). ∎

For simple cubic the eigenvalue at k = (π,π,0) is 0.4260, which is tested to be no smaller than any on a zone grid; the condition is then x < 2.347.

Proof of (a) for a substitution. Let E0 be the field at site 0, radiation reaction included, and p0 = d + xE0. The lattice equations become Mp = d/x at site 0 and zero elsewhere, so p0 = χ00 d/x, where χ00 = ∫_BZ d³k/(2π)³ M⁻¹ is a scalar by cubic symmetry. Then E0 = (p0 − d)/x gives Im G = Im χ00/x². This is Lemma 4 with F replaced by I/x, and 1/x = (ε+2)/[3(ε−1)] = mL_v. Hence Im χ00 = x² nL_v² q³/6π. ∎

**Lemma 5.** The uniform field inside a spherical cavity containing a central dipole p is A = L_r E + g p.

Proof. Take φ_in = (−Ar + p/4πr²)cosθ and φ_out = (−Er + B/r²)cosθ, and set u = p/(4πR³), β = B/R³. Continuity of φ at R gives −A + u = −E + β. Continuity of the normal displacement gives A + 2u = ε(E + 2β). Inserting β = E − A + u,

A + 2u = 3εE − 2εA + 2εu,  (2ε+1)A = 3εE + 2(ε−1)u. ∎

With p = 0 this is L_r, and Lemma 2 gives the leading term of (b). With p = α_e A, A(1 − α_e g) = L_r E, which is (c).

**Lemma 6.** The exact rate at the centre of the empty sphere is nL_r²[1 + cz² + O(z⁴)]Γ0, z = qR.

Proof. The field of a z-directed dipole has H_φ = u(r) sinθ with u a spherical Bessel function of order one. The θ component of ∇×H = −iωεE gives E_θ ∝ (ru)′/ε. Let ψ(z) = sin z/z − cos z, η(z) = −cos z/z − sin z and ξ = ψ + iη, the outgoing solution. Inside, ru = [ξ(qr) + bψ(qr)]/q, with the source strength fixed as in vacuum; outside, ru = τ ξ(nqr)/(nq). Continuity of H_φ and E_θ gives

ξ(z) + bψ(z) = τ ξ(nz)/n,  ξ′(z) + bψ′(z) = τ ξ′(nz)/ε.

Far away |u| = |τ|/(nqr) and the flux is |H|²/2n, so by Lemma 1 Γ/Γ0 = |τ|²/n³. Multiply the first equation by ψ′(z), the second by ψ(z), and subtract:

ξψ′ − ξ′ψ = τD,  D = ξ(nz)ψ′(z)/n − ξ′(nz)ψ(z)/ε.

The left side is a Wronskian of y″ + (1 − 2/z²)y = 0 and so is constant. The series are ψ = z²/3 − z⁴/30, ψ′ = 2z/3 − 2z³/15, η(w) = −1/w − w/2, η′(w) = 1/w² − 1/2. At z → 0 the Wronskian is i(−2/3 − 1/3) = −i, so |τ|² = 1/|D|². Re D is O(z³) and enters |D|² at z⁶. The two terms of Im D are

η(nz)ψ′(z)/n = −2/(3ε) + z²[2/(15ε) − 1/3],

−η′(nz)ψ(z)/ε = −1/(3ε²) + z²[1/(30ε²) + 1/(6ε)].

The z² coefficients sum to −(10ε² − 9ε − 1)/(30ε²) = −(10ε+1)(ε−1)/(30ε²), so

Im D = −[(2ε+1)/(3ε²)] · {1 + z²(10ε+1)(ε−1)/[10(2ε+1)]}.

Then |τ|²/n³ = 9ε⁴/[n³(2ε+1)²] · (1 + cz²), and ε⁴/n³ = nε² gives nL_r². ∎

In vacuum the regular part ψ of ξ supplies the field i q³/6π at the origin, so here the regular field is i(q³/6π)(1 + b) and Γ/Γ0 = 1 + Re b. The program asserts, for four indices up to n = 3, that this equals the flux ratio, that the reflected field tends to g, and that c is as stated.

**Lemma 7.** Statement (d).

Proof. Fix p0 = d at the vacancy. In the perfect lattice a fictitious field h on site 0 alone produces p0 = χ00 h; choose h = d/χ00. All other sites obey the equations of the vacancy problem. The equation of site 0, p0/x − E0 = h, gives E0 = (1/x − 1/χ00)d, so

Im G = Im χ00/|χ00|² = n (L_v x/|χ00|)² q³/6π.

Up to relative O((qa)²), |χ00| is the static value, χ00/x = ⟨1/(1 − xλ)⟩, averaged over the zone and the three eigenvalues λ of T(k). The zone average of T is its R = 0 term, zero, so ⟨λ⟩ = 0. The function 1/(1 − xλ) is convex where 1 − xλ > 0, so Jensen's inequality gives χ00/x ≥ 1. ∎

**Remarks**

1. The two cavities compared. (ε+2)(2ε+1) = 2ε² + 5ε + 2 = 9ε + 2(ε−1)², so

L_v/L_r = 1 + 2(ε−1)²/(9ε).

They agree at first order, as in the dilute case. As ε grows, L_r stays below 3/2 while L_v rises linearly with slope 1/3; in the simple cubic lattice the stability condition x < 2.347 limits this to ε < 11.8.

2. Refilling the cavity. Put α_e = 4πR³(ε−1)/(ε+2), the Clausius–Mossotti polarizability of the removed volume, since x/N = α_e for N = 3/(4πR³). Then 1 − α_e g = 1 − 2(ε−1)²/[(2ε+1)(ε+2)] = 9ε/[(2ε+1)(ε+2)] = L_r/L_v, and (c) gives L_v. The virtual cavity is the real cavity with the missing polarizability restored. The program asserts this also in the retarded sphere solution.

3. The vacancy and L_r. If T(k) kept its small-k static eigenvalues 1/3, 1/3, −2/3 (t = 0) over the whole zone, then 1 − x/3 = 3/(ε+2) and 1 + 2x/3 = 3ε/(ε+2) would give

χ00/x = L_v [2/3 + 1/(3ε)] = L_v (2ε+1)/(3ε),

so L_vac = L_r. The true lattice differs at order x². Here χ00/x = 1 + s x² + …, with s = ⟨λ²⟩ = (1/3) Σ_R tr T(R)² by Parseval's theorem. T(R) has eigenvalues (2, −1, −1)/(4πR³), so s = 2 Σ R⁻⁶/(4π)², and Σ R⁻⁶ = 8.402 gives s = 0.1064. The small-k eigenvalues give (1/9 + 1/9 + 4/9)/3 = 2/9 = 0.2222. The same 2/9 results from replacing the sum by ∫ 4πr² r⁻⁶ dr = 4π/(3R³) outside a sphere of one cell volume, 4πR³/3 = 1, whose radius is less than the nearest-neighbour distance. Hence L_vac > L_r at order x². Beyond that order the inequality is not proved here; it is tested at n = 1.2, 1.5 and 2.0. It should not be assumed up to the stability limit: L_vac is not monotonic in n, and it falls from 1.77 at n = 3.0 to about 1.49 at n = 3.4, where L_r = 1.44.

4. Magnetic dipole. Now E_φ = u sinθ and H_θ ∝ (ru)′, so the 1/ε in the second matching condition is absent and the flux is n|E|²/2, giving |τ|²/n. At leading order Im D = −2/(3ε) − 1/(3ε) = −1/ε, so the rate is n⁴/n = n³ times its vacuum value, with no local-field factor.

5. Absorption. For ε = ε′ + iε″, (ε−1)/(2ε+1) = 1/2 − (3/2)/(2ε+1) has imaginary part 3ε″/|2ε+1|². Then Im g adds to Γ/Γ0 the near-field loss 9ε″/[|2ε+1|²(qR)³], which depends on R and is the leading loss term (a smaller one of order ε″/(qR) follows). The theorem fails unless this is small, a severe condition: for the parameters of the worked example it reaches 1 % of nL_r² at ε″ ≈ 10⁻⁸.

6. Small bodies. For a dielectric sphere in vacuum, small against the wavelength, the modes are those of vacuum and n is absent. Lemma 5 with ε → 1/ε gives the interior field 3/(ε+2) times the outer one, so Γ/Γ0 = [3L/(ε+2)]², provided nq times the body radius is small and the emitter's cavity or lattice cell is small against the body.

7. The lattice results are for point dipoles, without charge overlap. A real host also shifts d and ω, which A1 excludes.

**Worked example**

Take model parameters λ = 600 nm, d = 5 D = 1.6678×10⁻²⁹ C m, n = 1.5, R = 0.5 nm. Then ω = 2πc/λ = 3.1394×10¹⁵ rad/s, ε = 2.25, x = 3 × 1.25/4.25 = 0.8824, and Γ0 = 3.630×10⁷ s⁻¹, τ0 = 27.55 ns.

Without a local field, Γ = 1.5Γ0 = 5.445×10⁷ s⁻¹ and τ = 18.37 ns.

Virtual cavity: L_v = 4.25/3 = 1.4167, nL² = 1.5 × (4.25/3)² = 3.010, Γ = 1.093×10⁸ s⁻¹, τ = 9.15 ns.

Real cavity: L_r = 6.75/5.5 = 1.2273, nL² = 2.259, Γ = 8.20×10⁷ s⁻¹, τ = 12.19 ns.

Vacancy: χ00/x = 1.0811, L_vac = 1.4167/1.0811 = 1.3104, nL² = 2.576, Γ = 9.35×10⁷ s⁻¹, τ = 10.70 ns. A direct solution for a cluster of 925 sites, with and without its central dipole, gives the field ratio 0.9251 against x/χ00 = 0.9250.

The ratio L_v/L_r = 1.1543 makes the virtual-cavity rate 1.3325 times the real-cavity rate, and refilling corresponds to α_e g = 0.1337, with 1.2273/(1 − 0.1337) = 1.4167.

For the finite radius, qR = 5.236×10⁻³ and c = −1.25 × 23.5/(5 × 5.5) = −1.0682, a change of −2.9×10⁻⁵ relative to nL_r² = 2.25930; the exact sphere gives 2.25923. At qR = 0.3 the two-term expansion gives 2.0421 against the exact 2.0667, so the z⁴ remainder is visible there. The magnetic dipole gives 3.37496 against n³ = 3.375.

In the retarded lattice the body-centre rate is 3.00890 at qa = 0.04 and 3.01004 at qa = 0.02; the deviations from nL_v² stand in the ratio 4.00, as a (qa)² correction requires. The host site gives 3.00976 at qa = 0.02.

At the face centre (½, ½, 0), S_xx = 0.6782 and S_zz = −0.3564, so L_xx = 1 + 1.25 × 0.6782 = 1.8478 and L_zz = 1 − 1.25 × 0.3564 = 0.5545. The rates nL² are 5.121 and 0.461, and the retarded lattice gives 5.121 and 0.461. At this index a z-directed dipole there decays more slowly than in vacuum; L_zz passes through zero at ε = 1 + 1/0.3564 = 3.81, and |L_zz| grows again beyond it. The four nearest host dipoles lie in its equatorial plane, and each contributes −1/(4πρ³) to S_zz in the sum of Lemma 3; together they give −0.900, which the farther dipoles partly offset to S_zz − 1/3 = −0.690. The printed values are the full Ewald sums, tested against direct summation.

The spread of nL² (virtual, vacancy, real) widens with index: 1.578, 1.532, 1.488 at n = 1.2, and 8.000, 4.902, 3.556 at n = 2.0. The numerical check that follows gives these values.

Computed results

```
inputs: lambda = 600 nm, d = 5.0 D = 1.6678e-29 C m, n = 1.5, R = 0.5 nm
omega = 3.1394e+15 rad/s, eps = 2.2500, x = 0.8824
Gamma0 = 3.6298e+07 1/s, tau0 = 27.55 ns
none: L = 1.0000, nL^2 = 1.5000, Gamma = 5.4448e+07 1/s, tau = 18.37 ns
virtual: L = 1.4167, nL^2 = 3.0104, Gamma = 1.0927e+08 1/s, tau = 9.15 ns
real: L = 1.2273, nL^2 = 2.2593, Gamma = 8.2009e+07 1/s, tau = 12.19 ns
sc vacancy: L = 1.3104, nL^2 = 2.5756, Gamma = 9.3490e+07 1/s, tau = 10.70 ns
Lv/Lr = 1.1543, rate ratio = 1.3325
alpha_e g (Clausius-Mossotti filling) = 0.1337
qR = 5.2360e-03, size coefficient c = -1.0682, c (qR)^2 = -2.928e-05
exact sphere Gamma/Gamma0 = 2.259231, nLr^2 = 2.259298
at qR = 0.3: exact 2.0667, expansion 2.0421
magnetic dipole exact = 3.37496, n^3 = 3.37500
polariton (units w0): wp^2 = 0.45, w = 0.7, wT^2 = 0.850, n = 1.5000, ng = 2.6343
  n^2 ng = 5.9271, 2|E|^2/w = 0.2531, rate E = 1.5000, rate E+P/3 = 3.0104
S site = 0.33333, S body = 0.33333, S face xx = 0.6782, zz = -0.3564
face centre: Lxx = 1.8478, Lzz = 0.5545
face centre: nL^2 xx = 5.1213, zz = 0.4612
lattice qa = 0.04: body 3.00890; qa = 0.02: body 3.01004; error ratio 4.00
lattice qa = 0.02: face xx 5.1206, zz 0.4612, host site 3.00976
sum R^-6 = 8.402, s = 0.1064, continuum s = 0.2222
lambda_max = 0.4260, stability x < 2.347
chi00/x = 1.0811, x/chi00 = 0.9250, cluster of 925 sites = 0.9251
n = 1.2: Lv 1.1467 Lvac 1.1297 Lr 1.1134; nL^2 1.578 1.532 1.488
n = 1.5: Lv 1.4167 Lvac 1.3104 Lr 1.2273; nL^2 3.010 2.576 2.259
n = 2.0: Lv 2.0000 Lvac 1.5656 Lr 1.3333; nL^2 8.000 4.902 3.556
```
